The phonon weight in hybridisation-expansion solvers for the Hubbard-Holstein impurity

**One electron and one oscillator**

An atomic level holds one electron, and a local oscillator of frequency ω feels only the deviation of the charge from one. The oscillator is in its ground state |0⟩. At imaginary time 0 a second electron arrives, and at time τ it leaves. Meanwhile the oscillator evolves under

ωb†b + g(b + b†) = ω(b† + λ)(b + λ) − g²/ω, λ = g/ω.

(Here ħ = k_B = 1.) The right side is again an oscillator, with lowering operator B = b + λ and energies −g²/ω + pω. Since b|0⟩ = 0, we have B|0⟩ = λ|0⟩. The old ground state is therefore a coherent state of the new oscillator, with probability e^(−λ²)λ^(2p)/p! for level p. The amplitude to return to |0⟩ at time τ is

e^(τg²/ω) e^(−λ²) Σ_p (λ²e^(−ωτ))^p/p! = e^(τg²/ω) exp[−λ²(1 − e^(−ωτ))].

Two effects have separated. The first factor is an energy gain proportional to the length of the visit, which an electronic level energy can absorb. The second depends on the two event times and saturates at e^(−λ²), the probability of the displaced ground state.

An impurity solver needs the same quantity for many arrivals and departures, at finite temperature. Multiplying one such second factor per visit is the obvious guess. It fails when an electron arrives before the oscillator has forgotten the previous visit.

**What has to be sampled**

Let n = n↑ + n↓ and m = n − 1. The impurity Hamiltonian is

H = Un↑n↓ − μn + gm(b + b†) + ωb†b + H_bath + H_hyb,

H_hyb = V Σ_σ (d†_σ c_σ + c†_σ d_σ), H_bath = ε Σ_σ c†_σ c_σ.

The hybridisation contains no phonon operator. One bath level per spin, with real V, keeps the formulas short.

Expanding Z = Tr e^(−βH) in H_hyb gives configurations of impurity operators at times τ_i in [0, β). Write s_i = +1 for a creator and s_i = −1 for an annihilator. Without H_hyb the impurity conserves each n_σ, so the trace vanishes unless creators and annihilators balance for each spin. Hence Σ_i s_i = 0.

The bath operators average separately. With f = 1/(e^(βε) + 1), c†(τ) = e^(ετ)c† and c(τ) = e^(−ετ)c, a creator d† at τ_c and an annihilator d at τ_a bring the time-ordered bath factor

F(τ) = V²fe^(ετ) for τ = τ_a − τ_c > 0,
F(τ) = −V²(1 − f)e^(ετ) for τ < 0.

Because fe^(βε) = 1 − f, this obeys F(τ + β) = −F(τ). Wick's theorem for the noninteracting bath turns k pairs of one spin into the determinant of the k × k matrix F(τ_a − τ_c).

The complete weights are positive for this bath. Order the fermion modes so that d_σ and c_σ are neighbours. Then d†_σ c_σ and c†_σ d_σ alternately connect the same two states, with the same real matrix element, which appears 2k times for k pairs of that spin. The minus signs of the expansion are also even in number. One may therefore use absolute values of the determinants and of the local trace, provided the phonon factor is positive, as it will prove to be.

**Removing the bosons from the local trace**

The direct scheme keeps the oscillator in the local trace. Between events it evolves under ωb†b + gm(b + b†), where m is −1, 0 or 1. These three operators do not commute, so each configuration needs a product of matrices in a truncated boson space, and the cutoff must grow with coupling and temperature.

The opening example suggests letting the oscillator's origin follow the charge. Take S = mX with X = λ(b† − b). Since [b† − b, b] = −1 and [b† − b, b†] = −1,

e^S b e^(−S) = b − λm, e^S b† e^(−S) = b† − λm.

The phonon terms of H become

ω(b† − λm)(b − λm) + gm(b + b† − 2λm)
= ωb†b + (g − ωλ)m(b + b†) + (ωλ² − 2gλ)m²
= ωb†b − (g²/ω)m².

The linear term cancels because ωλ = g. Since n² = n + 2n↑n↓,

m² = n² − 2n + 1 = 2n↑n↓ − n + 1.

The electrons therefore keep a Hubbard form, with

U_s = U − 2g²/ω, μ_s = μ − g²/ω,

and a constant −g²/ω that cancels in averages. The shift of μ belongs to the coupling to n − 1. Coupling to n would give μ + g²/ω instead.

The bosons have moved into the electron operators. From nd† = d†(n + 1),

e^((n−1)X) d† e^(−(n−1)X) = d† e^(nX) e^(−(n−1)X) = d† e^X,

and likewise d becomes d e^(−X). Dropping these exponentials would leave a purely electronic solver with screened parameters. That gives the right mean charge and double occupancy of the isolated atom, but it loses the second factor of the opening example, and with it the correlation that the oscillator creates between a charge-changing operator at one time and its partner at another.

The transformed local Hamiltonian is a sum of an electron and a phonon part, so each configuration factorises into

(electron trace with U_s, μ_s) × (bath determinants) × w,

w = ⟨T Π_i exp(s_i A(τ_i))⟩, A(τ) = λ(e^(ωτ)b† − e^(−ωτ)b).

The average is over the free thermal oscillator, and T puts later times to the left.

**Evaluating w**

All commutators [A_i, A_j], with A_i = A(τ_i), are numbers. Repeated use of e^P e^Q = e^(P+Q+[P,Q]/2) gives, for i later than j,

T Π_i e^(s_i A_i) = exp(Σ_i s_i A_i + ½ Σ_(i>j) s_i s_j [A_i, A_j]).

The remaining average has the form ⟨e^L⟩ with L = ub† + vb. Normal ordering gives

⟨e^L⟩ = e^(uv/2) ⟨e^(ub†) e^(vb)⟩ = e^(uv/2) Σ_p (uv)^p ⟨b†^p b^p⟩/(p!)².

With r = e^(−βω) and N = r/(1 − r),

⟨b†^p b^p⟩ = (1 − r) Σ_j r^j j!/(j − p)! = (1 − r) p! r^p/(1 − r)^(p+1) = p! N^p.

The sum is e^(uvN), so ⟨e^L⟩ = e^(uv(N+½)). Since ⟨L²⟩ = uv(2N + 1), this is exp(½⟨L²⟩). Inserting L = Σ_i s_i A_i, the symmetric products from ½⟨L²⟩ and the commutators combine into ordered products:

ln w = ½ Σ_i ⟨A_i²⟩ + Σ_(i>j) s_i s_j ⟨A_i A_j⟩.

For t = τ_i − τ_j ≥ 0,

⟨A_i A_j⟩ = −λ²[Ne^(ωt) + (N + 1)e^(−ωt)] = −λ²C(t),

C(t) = cosh(ω(β/2 − t))/sinh(βω/2).

The last form uses N = e^(−βω/2)/(2 sinh(βω/2)) and N + 1 = e^(βω/2)/(2 sinh(βω/2)).

Let there be q pairs in total, so 2q operators. The self-terms sum to −qλ²C(0). Neutrality removes them:

0 = (Σ_i s_i)² = 2q + 2 Σ_(i<j) s_i s_j, so −q = Σ_(i<j) s_i s_j.

Hence

ln w = Σ_(i<j) s_i s_j K(|τ_i − τ_j|),

K(τ) = λ²[C(0) − C(τ)] = (g/ω)² [cosh(βω/2) − cosh(ω(β/2 − τ))]/sinh(βω/2).

This is the Werner-Millis weight. The spin does not enter, because the oscillator sees only the total charge. For β → ∞ at fixed τ, K becomes λ²(1 − e^(−ωτ)), so that e^(−K) is the second factor of the opening example.

**Why one factor per visit fails**

Take two visits, with events at t₁ < t₂ < t₃ < t₄ and signs +, −, +, −. One factor per visit keeps −K(t₂ − t₁) − K(t₄ − t₃). The pair sum also contains

K(t₃ − t₁) + K(t₄ − t₂) − K(t₄ − t₁) − K(t₃ − t₂).

With the zero-temperature kernel the constants cancel, and the exponentials factorise into

λ² e^(−ω(t₃−t₂)) (1 − e^(−ω(t₂−t₁))) (1 − e^(−ω(t₄−t₃))).

This is positive. The second visit costs less if the oscillator is still displaced from the first, and at zero temperature the benefit decays over a time 1/ω. This holds for two visits that change the charge in the same direction. For signs +, −, −, +, an extra electron followed by a hole, s₃ and s₄ both flip, the four cross terms change sign, and the second visit costs more by the same amount.

**Where the screening comes from**

The same weight follows without moving the oscillator's origin. For a given charge path m(τ), averaging exp(−g∫m(b + b†)dτ) over the free oscillator gives, by the same Gaussian rule,

exp[½g² ∬ m(τ)C(τ − τ′)m(τ′)dτdτ′],

because C is also the time-ordered correlation of b + b†. For 0 < τ < β, K″ = −λ²ω²C = −g²C. Continued periodically, K has a kink at zero, since K′(0⁺) = λ²ω = g²/ω and K′(0⁻) = −g²/ω. Therefore

g²C(τ) = 2(g²/ω)δ(τ) − K″(τ).

The delta function contributes (g²/ω)∫m²dτ, which is the screening of U and μ, with the constant. In the other term, −K″(τ − τ′) = ∂_τ ∂_τ′ K(τ − τ′). Integrating by parts in both times leaves no boundary terms, because the path is periodic, and dm/dτ = Σ_i s_i δ(τ − τ_i). The result is ½ Σ_(i,j) s_i s_j K(τ_i − τ_j) = ln w.

The kernel and the screened parameters thus come from one interaction. Using K with the bare U, or the full retarded interaction with U_s, would omit or double count the instantaneous part.

Two limits at fixed E = g²/ω show the division. For ω → ∞, λ² = E/ω → 0, so K → 0 and screening alone survives. For ω → 0, expanding the hyperbolic functions gives K → Eτ(β − τ)/β, while C → 2/(βω) turns the full exponent into (E/β)(∫m dτ)². The oscillator then acts as a static field that sees only the time-averaged charge. Since K reaches Eβ/4 at τ = β/2, screening alone is unreliable unless Eβ is small.

**The weight never exceeds one**

Equal signs contribute positively to ln w, which might suggest very large weights. Fourier analysis excludes them. The periodic C obeys C″ = ω²C − 2ωδ, so its coefficients c_ν satisfy −ν²c_ν = ω²c_ν − 2ω, with ν = 2πj/β and j an integer. Hence c_ν = 2ω/(ν² + ω²). Since ln w = −½λ² Σ_(i,j) s_i s_j C(τ_i − τ_j),

ln w = −(λ²/2β) Σ_ν [2ω/(ν² + ω²)] |Σ_i s_i e^(iντ_i)|² ≤ 0.

So 0 < w ≤ 1 for every neutral configuration. The bound concerns the complete sum: the positive equal-sign terms never outweigh the negative ones.

**The Monte Carlo update**

Propose one new pair of a chosen spin at times τ_c and τ_a, uniform in [0, β). In ln w, the creator meets each old operator with sign s_i, the annihilator with −s_i, and the two meet each other with −1:

Δ ln w = Σ_i s_i [K(|τ_c − τ_i|) − K(|τ_a − τ_i|)] − K(|τ_c − τ_a|).

With q pairs already present this takes 4q + 1 kernel values and no boson matrix. The proposal density is 1/β². If k pairs of that spin were present, the reverse move picks one of k + 1 creators and one of k + 1 annihilators, with probability 1/(k + 1)². With insertion and removal attempted equally often, detailed balance is met by accepting insertion with probability min(1, R),

R = [β/(k + 1)]² × (new/old electron and bath weight) × e^(Δ ln w).

Removal uses 1/R, with R built from the configuration that remains.

**The atomic limit in numbers**

Measure energies in ω and times in 1/ω, and take g = 0.8, U = 3, μ = 1.2, β = 5. Then λ² = g²/ω = 0.64, U_s = 3 − 1.28 = 1.72 and μ_s = 1.2 − 0.64 = 0.56.

For V = 0 a single pair gives

⟨d(τ)d†(0)⟩ = G_s(τ)e^(−K(τ)),

G_s(τ) = [e^(μ_sτ) + e^((β−τ)μ_s − τ(U_s−2μ_s))]/Z_s,

Z_s = 1 + 2e^(βμ_s) + e^(−β(U_s−2μ_s)).

The two terms of G_s start from an atom without and with an electron of opposite spin. The last column below comes from diagonalising the original Hamiltonian with 40 boson number states.

τ | K | G_s | G_s e^(−K) | diagonalised
0 | 0 | 0.5140 | 0.5140 | 0.5140
0.5 | 0.2507 | 0.3103 | 0.2415 | 0.2415
1 | 0.3998 | 0.2035 | 0.1364 | 0.1364
2.5 | 0.5429 | 0.1461 | 0.0849 | 0.0849
4 | 0.3998 | 0.2815 | 0.1887 | 0.1887
5 | 0 | 0.4860 | 0.4860 | 0.4860

At the ends K = 0, so the occupation per spin, 0.486, is that of the screened atom. In the middle K = λ² tanh(βω/4) = 0.64 tanh 1.25 = 0.543, and the phonons reduce the function by a factor 0.58.

The Green function tests one pair alone. A configuration with more operators shows the cancellations: up-spin creators at 0.5 and 2.6, up-spin annihilators at 1.8 and 4.4, a down-spin creator at 1.1 and a down-spin annihilator at 3.6. Its pair sum is

ln w = 2.715 (equal signs) − 4.037 (opposite signs) = −1.322, w = 0.267.

Dividing the six-operator correlator of the original atom, from the same diagonalisation, by that of the screened atom and taking the logarithm gives −1.322 as well. Opposite signs alone would give e^(−4.037) ≈ 0.018, too small by a factor of about fifteen.

The retarded form reads the same number differently. The charge path has |m| = 1 for a total time 0.5 + 0.7 + 1.0 + 0.6 = 2.8, so the screening part is 0.64 × 2.8 = 1.792. Gauss-Legendre quadrature of the full exponent, ½g² times the double integral, gives 0.470, and 0.470 − 1.792 = −1.322.

Without the up-spin pair at 2.6 and 4.4, ln w is −1.040. Inserting that pair changes it by −0.282, a factor 0.754 in R. Alone, the pair would cost K(1.8), which lies between K(1) = 0.400 and K(2.5) = 0.543 because K rises up to β/2. The operators already present make the insertion cheaper.

**What the kernel changes when the bath is connected**

Now set ε = 0.3 and V = 0.5. At lowest order there are two spins, the creator may sit anywhere in an interval β, and

Z(V)/Z(0) = 1 + aV² + …, a = 2β ∫₀^β [F(τ)/V²] G_s(τ)e^(−K(τ)) dτ.

Quadrature gives a = 4.096. Diagonalising the original impurity and bath with 20 boson states, and extracting the coefficient from several small V, also gives 4.096. Setting w = 1 gives 5.558. The kernel suppresses the first hybridisation process by about a quarter.

At all orders, Z is a series in V^(2q), so V ∂ln Z/∂V = 2⟨q⟩. The left side equals −β⟨H_hyb⟩, hence ⟨q⟩ = −(β/2)⟨H_hyb⟩. The probability of q = 0 is Z(0)/Z(V), and that of q = 1 is aV² times this. A run of 200,000 update steps, with standard errors from 20 blocks, compares with diagonalisation as follows.

⟨q⟩: 1.206 ± 0.010 sampled, 1.214 diagonalised
q = 0: 0.326 ± 0.003 sampled, 0.322 diagonalised
q = 1: 0.330 ± 0.003 sampled, 0.330 diagonalised
q = 2: 0.209 ± 0.002 sampled, 0.211 diagonalised

The differences are at most about 1.4 standard errors. For q = 1 the arithmetic is 4.096 × 0.25 × 0.322 = 0.330. Diagonalising the electronic model with U_s and μ_s but w = 1 gives ⟨q⟩ = 1.501, which is 24% above 1.214. Screening alone leaves this impurity too strongly hybridised.

**Where the construction stops**

The derivation used a harmonic oscillator, linear coupling to a charge that the local Hamiltonian conserves, and a hybridisation free of phonon operators. Several modes coupled to the same charge add their kernels and their shifts g²/ω, because operators of different modes commute. An anharmonic mode spoils the Gaussian average. A mode that mixes orbitals spoils the transformation whenever its electronic operator does not commute with the rest of the local electronic Hamiltonian. A phonon that modulates V adds boson operators that w does not contain. Strong coupling as such is no obstacle to the factorisation: no step required small λ or positive U_s.

All numerical values are calculated from the stated model.
